Minimum step spacing in static, attachment-limited step bunches

A vicinal crystal surface is a staircase of straight, parallel steps. A force on the adatoms can make an even staircase unstable, so that steps gather into bunches separated by wide terraces. This problem asks how tightly the steps of a large bunch are packed.

Steps descend towards +x. Step i is at x_i, and terrace i, of width l_i = x_{i+1} − x_i, lies between steps i and i+1. Neighbouring steps repel with energy A/l² per unit step length. An adatom occupies area s and feels a constant force F > 0 in the step-down direction; f = F/kT. There is no deposition or evaporation. Steps exchange atoms equally well with both adjoining terraces, with coefficient κ, and exchange is slow compared with diffusion. The surface is a periodic array of identical bunches, N steps per period, with mean spacing l_av.

**(a) Find the adatom current across one terrace.**

Let c be the adatom density on a terrace 0 < x < l_i and D the diffusion constant. Steps move slowly, so the density is quasi-static, and without sources the current is uniform:

j_i = −D dc/dx + D f c.

At the two edges, exchange with the steps gives

j_i = κ[c_i − c(0)],  j_i = κ[c(l_i) − c_{i+1}],

where c_i = c0 exp(μ_i/kT) ≈ c0(1 + μ_i/kT) is the density in equilibrium with step i, whose chemical potential is μ_i. Adding the edge conditions gives

2j_i = κ[c_i − c_{i+1} + c(l_i) − c(0)].

Integrating the current equation over the terrace gives

c(l_i) − c(0) = f ∫c dx − j_i l_i/D.

Inserting this and collecting j_i on the left,

j_i(2 + κl_i/D) = κ[c_i − c_{i+1} + f ∫c dx].

Slow attachment means κl_i/D ≪ 1. If also μ_i/kT and f l_i are small, the density stays close to c0 and ∫c dx ≈ c0 l_i. Then

j_i = (κc0/2kT)[μ_i − μ_{i+1} + F l_i].

This formula for the current needs these conditions on every terrace, the widest included. Part (c) shows that a static bunch needs less: attachment has to be slow only on the scale of the mean spacing.

**(b) Find μ_i and the condition for an even staircase to be unstable.**

Adding one atom to a step of length Y advances it by s/Y. The energy changes by Y(∂E/∂x_i)(s/Y), where E = Σ A/l_j² is the energy per unit step length. Advancing step i shortens l_i and lengthens l_{i−1}, so with g_i = l_i⁻³

μ_i = s ∂E/∂x_i = 2As(g_i − g_{i−1}).

Hence

μ_i − μ_{i+1} = −2As Δg_i,  Δg_i = g_{i+1} − 2g_i + g_{i−1}.

Step i gains the current from the terrace above and loses that to the terrace below:

dx_i/dt = s(j_{i−1} − j_i),
dl_i/dt = s(2j_i − j_{i+1} − j_{i−1}).

Now put l_i = l_av + ε_i with small ε_i ∝ cos(qi). To first order g_i = l_av⁻³ − 3ε_i/l_av⁴. The second difference multiplies a cosine by −K, where K = 2 − 2cos q, so Δg_i = 3Kε_i/l_av⁴. The varying part of the current is

δj_i = (κc0F/2kT)(1 − 6αK)ε_i,  α = As/(F l_av⁴).

Since dε_i/dt = sKδj_i, the growth rate is

σ = (sκc0f/2) K(1 − 6αK).

A ripple grows if K < 1/(6α): the force amplifies differences in width, and repulsion opposes them, most strongly in short ripples. Since K is at most 4, the shortest ripples are suppressed only if α > 1/24. At small q, K ≈ q² = (2π/N)², so ripples grow when they contain more than

N_c = 2π√(6α)

steps. Reversing F changes the sign of the driving term, and the even staircase is then stable.

**(c) Derive the stationary balance and its continuum form.**

In a static state dx_i/dt = 0 for every step, so all j_i share one value j. Sum the current formula over the N terraces of a period. The differences μ_i − μ_{i+1} cancel around the period, and Σl_i = N l_av. Therefore

j = κc0F l_av/(2kT).

The common current is fixed by the mean spacing and does not depend on N. Putting it back into the formula for each terrace,

−2As Δg_i + F l_i = F l_av,

or

2As(g_{i+1} − 2g_i + g_{i−1}) = F(l_i − l_av).

This balance does not need κl_i/D ≪ 1 on each terrace. Keep the factor 2 + κl_i/D from (a), with ∫c dx ≈ c0 l_i. The same sum then gives j = κc0 f l_av/(2 + κl_av/D), and the balance keeps its form with F replaced by F/(1 + κl_av/2D). The static results below therefore need only κl_av/D ≪ 1, and outside that range they hold with this reduced force.

Where g varies smoothly with the step number n, the second difference becomes d²g/dn². Let m = 1/l be the step density. Then g = m³ and dn = m dx, so d/dn = (1/m)d/dx. With primes for d/dx,

dg/dn = (1/m)3m²m' = 3mm' = (3/2)(m²)',
d²g/dn² = (3/2m)(m²)''.

The balance becomes (3As/m)(m²)'' = F(1/m − l_av), and multiplication by m gives the stationary continuum equation

3As(m²)'' = F(1 − m l_av).

**(d) Can a smooth periodic solution of this equation describe a large bunch?**

Multiply by (m²)' and integrate once. If M is the largest step density, where (m²)' = 0, then

(3As/2)[(m²)']² = F[w(m) − w(M)],  w(m) = m² − (2/3)l_av m³.

A smooth oscillation needs a second turning point m ≥ 0 with w(m) = w(M). The function w vanishes at m = 0, rises to a maximum at m = 1/l_av, and returns to zero at m = 3/(2l_av). A smooth solution therefore has M ≤ 3/(2l_av): its steps are never closer than two thirds of the mean spacing.

Its period is limited as well. For small amplitude write m² = l_av⁻² + v. Then m ≈ 1/l_av + l_av v/2, and

3As v'' = −F l_av² v/2.

The wave number is k = l_av√[F/(6As)], and one period holds 2π/(k l_av) = 2π√(6α) steps, which is N_c again.

At the other end, M = 3/(2l_av) and w(M) = 0, so

|(m²)'| = m √(2F/3As) √(1 − m/M).

Since dx = 2m dm/|(m²)'|, the number of steps in a period is

N = 2∫m dx = 4√(3As/2F) ∫₀^M m dm/√(1 − m/M).

With y = m/M the integral is M²∫₀¹ y dy/√(1 − y) = 4M²/3, and M² = 9/(4l_av²). Thus

N = 12√(3/2) √α = 6√6 √α ≈ 14.7√α,

slightly below N_c ≈ 15.4√α. Numerical integration at six amplitudes spanning the range gave sizes falling steadily between these limits. Smooth solutions do not describe large bunches.

For M > 3/(2l_av) the solution instead reaches m = 0 with a finite value of (m²)'. It must end there, and the wide terrace joins it to the next bunch. Number that terrace 0 and call its width L; the narrow terraces are 1 to N−1. The discrete balance at terrace 0 is

2As[(g_1 − g_0) + (g_{N−1} − g_0)] = F(L − l_av).

The drift on the wide terrace supplies the jump in dg/dn, and hence in (m²)', between the two bunch edges. A large bunch thus obeys the continuum equation inside, with g ≈ 0 at n = 0 and n = N, because g_0 = L⁻³ is negligible.

**(e) Find the minimum spacing of a large bunch.**

Over most of a large bunch l ≪ l_av, so the balance reduces to

2As Δg_n = −F l_av.

The second difference of n(N−n) is

(n+1)(N−n−1) + (n−1)(N−n+1) − 2n(N−n) = −2.

The solution vanishing at both ends is therefore the parabola

g_n = F l_av n(N−n)/(4As).

It also satisfies the balance at the wide terrace to leading order: 4As g_1 = F l_av(N−1), which is F(L − l_av) with L = N l_av. The largest g is at n = N/2, and l = g^(−1/3), so

l_min ≈ l0 = [16As/(F l_av N²)]^(1/3).

At fixed F, A, s and l_av the minimum spacing falls as N^(−2/3).

The continuum equation in x gives the same factor. For large M the cubic terms in w dominate, and

|(m²)'| = (2/3)√(F l_av/As) √(M³ − m³),
N = 2∫₀^M 2m² dm/|(m²)'| = 6√(As/F l_av) ∫₀^M m² dm/√(M³ − m³).

With y = m³ the last integral is (1/3)∫₀^(M³) dy/√(M³ − y) = (2/3)M^(3/2). Hence N = 4√(As/F l_av) M^(3/2), and M = 1/l0.

Physically, every narrow terrace must carry the common current j. Drift across it is too weak, because the terrace is narrow, so a difference of chemical potential must supply the rest. By the balance in (c) this difference is F(l_av − l_i), which tends to F l_av as the bunch grows. The chemical potential therefore falls through the bunch, from positive at the upper edge to negative at the lower edge. Since μ_i = 2As(g_i − g_{i−1}), g rises while μ_i is positive and falls once it is negative, so the steps are closest in the middle.

The approximation needs l0/l_av = (16α/N²)^(1/3) ≪ 1, that is N ≫ 4√α. The outermost terraces are narrow only if also N ≫ 4α, as the edge spacing in (f) shows. At large α they can be wider than l_av, and μ then does not fall across them, but their effect on l_min remains of relative order l0/l_av. The exponent also depends on what is held fixed. If bunches of different N are compared at the same wide-terrace width L, with L much larger than the bunch width, then l_av ≈ L/N and

l_min ≈ [16As/(F L N)]^(1/3) ∝ N^(−1/3).

**(f) Find the edge spacing, the bunch width and the first correction to l_min.**

At the edge, n = 1 and N ≫ 1 give g_1 ≈ F l_av N/(4As), so

l_1 ≈ [4As/(F l_av N)]^(1/3).

The edge spacing falls as N^(−1/3), more slowly than the spacing in the middle. The width is the sum of the narrow spacings, approximated by an integral:

W ≈ (4As/F l_av)^(1/3) ∫₀^N [n(N−n)]^(−1/3) dn
= (4As N/F l_av)^(1/3) B(2/3, 2/3),

where B is the beta function. Thus W/(N l_av) falls as N^(−2/3), and L/(N l_av) approaches 1.

For the correction, restore the neglected term F l on the right of the balance. The change δg of the parabola obeys

d²δg/dn² = r(n),  r = F l/(2As),

with δg = 0 at the ends. To first order, l may be taken from the parabola: l = l0[4t(1−t)]^(−1/3), t = n/N. By symmetry dδg/dn = 0 at N/2, so dδg/dn = −∫_n^(N/2) r dn'. Integrating from 0 to N/2 and exchanging the order of integration,

δg(N/2) = −∫₀^(N/2) n r dn = −(F l0 N²/2As) I,
I = ∫₀^(1/2) t[4t(1−t)]^(−1/3) dt.

Relative to the parabola's maximum, F l_av N²/(16As), this is −8I l0/l_av. Since l = g^(−1/3), the relative change of l is −1/3 times that of g:

l_min ≈ l0(1 + C l0/l_av),  C = 8I/3 = 0.362.

Because l0 ∝ N^(−2/3), the local exponent is, to the same order,

d ln l_min/d ln N ≈ −2/3 − (2/3)C l0/l_av.

A finite bunch therefore shows a slightly steeper apparent power than −2/3.

**(g) Evaluate the results for round parameters and judge where they apply.**

Take l_av = 10 nm, A = 100 meV nm, s = 0.1 nm², F = 0.002 meV/nm, T = 1200 K and D/κ = 100000 nm. Then As = 10 meV nm³ and

α = 10/(0.002 × 10⁴) = 0.5.

The continuum onset is N_c = 10.9 steps, and 4√α = 2.8. For N = 64,

l0 = [16 × 10/(0.002 × 10 × 64²)]^(1/3) nm = (1.953)^(1/3) nm = 1.25 nm.

The correction factor is 1 + 0.362 × 0.125 = 1.045, which gives 1.307 nm. Solving the full discrete balance gives 1.316 nm. The leading law is thus 5% below the discrete value, and the corrected one 0.7% below. The edge spacing is 3.36 nm, against 3.17 nm from the parabola.

The discrete width is 102.8 nm and the asymptotic width 103.5 nm. This agreement is closer than that of the single spacings because two errors oppose each other. The spacings listed in the output are 5 to 6% larger than the parabola gives, but the integral for W also counts the intervals 0 < n < 1/2 and N − 1/2 < n < N, which belong to no narrow terrace. Near an edge the parabola gives l ≈ 3.15 n^(−1/3) nm, so each such interval adds 3.15 × (3/2)(1/2)^(2/3) ≈ 3.0 nm, about 6% of the width in total.

The scaling appears in the local exponent of the discrete solutions. It is −0.722 between N = 32 and 64, and −0.673 between 512 and 1024. For the last pair l0/l_av is near 0.025, and the formula in (f) gives −0.667 − 0.006 = −0.673. The continuum and discrete minimum spacings differ by about 0.02% at N = 32 and agree to the printed digits for larger bunches.

The current formula was tested at N = 64 by solving the full drift-diffusion problem on each terrace, with chemical potentials taken from numerical derivatives of the energy. The largest deviation of the currents from the common value j is about 0.5%. Here L = 537 nm, FL/kT = 0.010 and κL/D = 0.005, so the assumptions of (a) hold well.

Both numbers grow with N: at N = 1024, FL/kT = 0.19 and κL/D = 0.10. By (c), the second does not matter for the static bunch, which depends on κl_av/D = 10⁻⁴; the first is the one that must stay small. An earlier limit is the atomic size. The length √s is 0.32 nm, while the calculated minimum spacing is 0.32 nm at N = 512 and 0.20 nm at N = 1024. Those two sizes test the mathematics of the model and do not represent real surfaces. An inverse-square repulsion between line-like steps is already doubtful at N = 256, where the minimum spacing is 0.51 nm.

A static solution matters if the steps can settle into it. For N = 32, the step equations were integrated from a different profile, with 31 terraces of 5 nm and one wide terrace. They ended at the static bunch, with a relative error below 10⁻¹². For N = 32, 64 and 128, every small disturbance that keeps the period and its total length decays. This says nothing about neighbouring bunches merging, which needs a longer period.

Silicon surfaces heated by a direct current are a real setting for force-driven bunching, since the current is thought to exert a force on adatoms. On Si(111), however, the current direction that causes bunching reverses as the temperature changes, which this model, with its fixed force and fixed step properties, does not explain. With steps about 0.3 nm high, a mean spacing of 10 nm means a miscut of about 1.7°. The chosen F is the force on one elementary charge in a field of 2000 V/m. Heating fields are roughly several hundred V/m and the effective charge of an adatom is uncertain, so F here is probably too large. With F ten times smaller and the rest unchanged, l0 at N = 64 grows by 10^(1/3) to 2.7 nm. The first-order correction in (f) is then about 10% and higher orders are no longer negligible, so the minimum spacing itself is roughly 3 nm. The force may be smaller still: a field of 500 V/m acting on a charge of 0.1 e gives F forty times smaller, α = 20 and N_c ≈ 69, so that ripples of 64 steps would not grow and the large-bunch laws would apply only to much larger N. The value of D/κ was chosen to make attachment slow and is not a property of silicon; for a static bunch a smaller value only reduces the force by the factor given in (c). The absence of evaporation is also an assumption, and it fails at high enough temperature: with net evaporation or growth the steps move on average, and the bunches need not stay at rest. If the rate is high enough, steps also pass through the bunches. The size of the resulting change in l_min is not determined by this static calculation.

The numerical output below lists the minimum spacings for all bunch sizes and selected spacings of the 64-step bunch.

Table of computed values

```
mean spacing l_av = 10.0 nm; A = 100.0 meV nm
area per atom s = 0.10 nm^2; force F = 0.0020 meV/nm
T = 1200 K; kT = 103.41 meV; D/kappa = 100000 nm
alpha = 0.5000 (dimensionless)
4 sqrt(alpha) = 2.828 steps
continuum onset size = 10.883 steps
smooth solution touching zero slope = 10.392 steps
minimum spacings in nm: discrete, continuum, asymptotic
N =   32: 2.1706, 2.1710, 1.9843
N =   64: 1.3161, 1.3161, 1.2500
N =  128: 0.8121, 0.8121, 0.7875
N =  256: 0.5055, 0.5055, 0.4961
N =  512: 0.3162, 0.3162, 0.3125
N = 1024: 0.1983, 0.1983, 0.1969
local exponents of discrete minimum spacing (dimensionless)
N = 32 to 64: -0.7219
N = 64 to 128: -0.6965
N = 128 to 256: -0.6839
N = 256 to 512: -0.6770
N = 512 to 1024: -0.6730
correction coefficient C = 0.3624 (dimensionless)
C from discrete bunch, N = 1024: 0.3704
N = 64 minimum spacing with correction = 1.3066 nm
N = 64 profile: spacing in nm, discrete and parabola law
terrace  1: 3.3600, 3.1664
terrace  4: 2.1457, 2.0274
terrace  8: 1.7393, 1.6466
terrace 16: 1.4503, 1.3758
terrace 32: 1.3161, 1.2500
N = 64 bunch width = 102.76 nm; asymptotic = 103.48 nm
N = 64 wide terrace L = 537.24 nm
N = 64: F L/kT = 0.01039 (dimensionless)
N = 64: kappa L/D = 0.00537 (dimensionless)
N = 64: largest |mu|/kT = 0.00510
N = 64: largest current deviation = 0.504 percent
N = 1024 edge spacing = 1.2612 nm
N = 1024 asymptotic edge spacing = 1.2500 nm
N = 1024 bunch width = 260.31 nm
N = 1024 asymptotic width = 260.76 nm
N = 1024: F L/kT = 0.1930; kappa L/D = 0.0998
N = 32 time evolution: largest error = 7.3e-14 (relative)
N = 64 slowest decay rate = 0.2401 s kappa c0 f/2
```
